# Relaxation volumes of charged vacancies and the electrostatic reference

The relaxation volume of a charged vacancy, taken from the pressure of its periodic cell, is defined only together with a zero of electrostatic potential. If the zero is moved by $\phi_0(V)$, the relaxation volume of a defect of charge $Q$ changes by

$$\Delta\Omega=-\frac{Q}{B}\,\frac{d\phi_0}{d\ln V},\qquad(1)$$

where $B$ is the bulk modulus and $V$ the volume. A shift that does not depend on volume does no harm. For a set of $n_k$ defects and carriers of charges $Q_k$, the changes add up to a multiple of $\sum_k n_kQ_k$, which is zero for a neutral set. In a 216-site cell of the rigid-ion oxide treated below, two reasonable references give $+2.5$ and about $-15$ Å$^3$ for the same doubly charged oxygen vacancy. With two band electrons added, both give $13.6$ Å$^3$.

## From pressure to volume

Gaussian units are used, $e>0$ is the elementary charge, and strain is isotropic. The relaxation volume is the change of crystal volume at a fixed number of lattice sites; the volume of the removed atom, wherever it goes, is not included.

Let $E_d(V)$ be the energy of the cell with the defect minus that of the perfect cell at the same volume. The perfect cell has zero pressure at $V_0$. For small strain the total energy is

$$E(V)=E_0+\frac{B}{2V_0}(V-V_0)^2+E_d(V).$$

Setting $dE/dV=0$ gives $B(V-V_0)/V_0=-dE_d/dV$. With the defect pressure $P=-dE_d/dV$ taken at $V_0$,

$$\Omega=V-V_0=\frac{PV_0}{B}=-\frac1B\frac{dE_d}{d\ln V}.\qquad(2)$$

The ions may relax at each volume. Their displacements add terms $(\partial E/\partial x_i)(dx_i/dV)$ to the derivative, and these vanish because the forces on relaxed ions are zero. Equation (2) is linear in the strain and holds for dilute defects.

## Where the reference enters

Let the perfect crystal have the potential $\phi_b(\mathbf r)$, and let the defect change the charge density by $\Delta\rho$, with $\int\Delta\rho\,d^3r=Q$. The electrostatic part of $E_d$ is the energy of $\Delta\rho$ in $\phi_b$ plus the interaction of $\Delta\rho$ with itself. Replacing $\phi_b$ by $\phi_b+\phi_0$ leaves the second part alone and changes the first by

$$\int\Delta\rho\,\phi_0\,d^3r=Q\phi_0 .$$

Inserting $E_d\to E_d+Q\phi_0(V)$ in (2) gives (1).

The shift is a real freedom because the interior of an infinite crystal does not fix an absolute potential. In a finite crystal, a surface layer with dipole moment $p$ per area adds a step $4\pi p$ between outside and inside. It leaves the interior fields unchanged, yet it alters the work of bringing in a net charge, and $p$ may vary with strain. A periodic cell has no surface, so its calculation must adopt a rule.

The rule used here sets the mean potential of the cell to zero. The uniform background that neutralises a charged cell then has no energy in the crystal's potential. The rule is definite, but the mean includes the potential inside the ions, and that depends on how the ions are described.

## Two descriptions with the same outer field

Compare a point ion of charge $q_i$ with a spherical ion of density $\rho_i(r)$ and the same net charge. Outside the charge cloud both have the potential $q_i/r$. Inside, the potentials differ by $\delta\phi_i$, which obeys

$$\nabla^2\delta\phi_i=-4\pi\left[\rho_i-q_i\delta(\mathbf r)\right].$$

Since $\nabla^2r^2=6$, and $\delta\phi_i$ vanishes outside the cloud so that two integrations by parts leave no surface terms,

$$6\int\delta\phi_i\,d^3r=\int r^2\,\nabla^2\delta\phi_i\,d^3r=-4\pi M_i,\qquad M_i=\int\rho_i r^2\,d^3r .$$

The point charge drops out because $r^2=0$ at its position. The extended ions therefore change the mean potential of the cell by $-(2\pi/3V)\sum_iM_i$. To bring the mean back to zero, the whole potential must be raised by

$$\phi_0=\frac{2\pi}{3V}\sum_iM_i .\qquad(3)$$

The energy of a charged cell confirms that the full $Q\phi_0$ appears, without a factor one half. With zero mean, ion $j$ and its images produce an outer potential that is raised by $2\pi M_j/3V$, so ion $i$ gains $2\pi q_iM_j/3V$. Ion $i$ is also spread out in the background belonging to ion $j$. There $\nabla^2\phi_j=4\pi q_j/V$, and the average of $\phi_j$ over a sphere of radius $r$ exceeds its central value by $r^2\nabla^2\phi_j/6$. This gives a further $2\pi q_jM_i/3V$. Half the double sum over $i$ and $j$, with the images of each ion included, is

$$\Delta E=\frac12\sum_{i,j}\frac{2\pi}{3V}\,(q_iM_j+q_jM_i)=\frac{2\pi}{3V}\,Q\sum_jM_j=Q\phi_0 .$$

The internal energies of the ions do not depend on $V$ and drop out of the pressure. For a neutral cell $\Delta E=0$.

If the clouds stay rigid under strain, $\phi_0\propto1/V$, so $d\phi_0/d\ln V=-\phi_0$ and

$$\Delta\Omega=\frac{Q\phi_0}{B}.\qquad(4)$$

A larger cell does not help. Both $\sum_iM_i$ and $V$ grow with the number of formula units, so $\phi_0$ tends to a constant.

## A rock-salt oxide of rigid ions

Take ions of charge $\pm Ze$ with $Z=2$ at nearest-neighbour distance $r$. Neighbours repel with energy $A\,e^{-r/\rho}$. The energy per formula unit is

$$u(r)=-\frac{\alpha Z^2e^2}{r}+6A\,e^{-r/\rho},$$

where $\alpha=1.7476$ is the Madelung constant. Zero pressure at $r_0$ means $u'(r_0)=0$, or $6A\,e^{-r_0/\rho}/\rho=\alpha Z^2e^2/r_0^2$. The volume per formula unit is $v=2r^3$, so $dv=6r^2dr$. Because $u'(r_0)=0$,

$$B=v\frac{d^2u}{dv^2}=\frac{u''(r_0)}{18r_0}=\frac{\alpha Z^2e^2}{18r_0^4}\left(\frac{r_0}{\rho}-2\right).$$

With $r_0=0.21$ nm, $\rho=0.030$ nm and $e^2=1.440$ eV nm, this is $1438$ eV/nm$^3$, or $230$ GPa. A value of 1 eV for $-dE_d/d\ln V$ thus gives $\Omega=0.696$ Å$^3$.

**The unrelaxed vacancy.** Use first the reference in which the mean potential of the point ions is zero. An ion then sits in a potential of size $\alpha Ze/r$ and opposite sign to its own charge. Removing it from an infinite crystal costs $\alpha Z^2e^2/r$ and releases six repulsions:

$$E_d^{\rm unrel}=\frac{\alpha Z^2e^2}{r}-6A\,e^{-r/\rho}=-u(r).$$

Its derivative vanishes at $r_0$. With this reference an unrelaxed vacancy in the infinite crystal has no relaxation volume, whichever ion is missing.

**The relaxed vacancy.** Here numbers require computation. The Coulomb energy was found by Ewald summation in a cubic cell of 216 sites, and the ions were relaxed at fixed cell size by minimising the energy. The result is $-dE_d/d\ln V=3.57$ eV, a pressure of $0.286$ GPa in this cell, and

$$\Omega(V_{\rm O}^{2+})=3.57\times0.696=2.48\ \text{Å}^3 .$$

The magnesium vacancy $V_{\rm Mg}^{2-}$ has the same value, since the model energy is unchanged when all charges are reversed.

**The carriers.** Let a conduction electron be spread evenly over the cations, where the potential is $-\alpha Ze/r$. Its energy is a constant plus $\alpha Ze^2/r$. As $r\propto V^{1/3}$,

$$\Omega_e=\frac{\alpha Ze^2}{3r_0B}=\frac{7.99\ \text{eV}}{B}=5.56\ \text{Å}^3 .$$

A hole spread over the anions sees $+\alpha Ze/r$ and has the same $\Omega_h$. With this reference, the electron's energy falls when the lattice expands; if the potential at the cation sites were held at zero instead, it would not change.

## Changing the reference

Now describe the ions by their nuclei and electron clouds, and set the mean of that potential to zero. For electrons $M_i=-e\langle r^2\rangle_i$, where $\langle r^2\rangle_i$ is summed over the electrons of ion $i$; the nucleus contributes nothing. Hartree–Fock calculations in the def2-TZVP basis give $0.0132$ nm$^2$ for Mg$^{2+}$ and $0.0655$ nm$^2$ for O$^{2-}$, the latter held in a cage of point charges that represents the surrounding lattice. Electron correlation, which would raise the O$^{2-}$ value by about $0.001$ nm$^2$ in this basis and by about $0.004$ nm$^2$ (second-order perturbation theory) in a basis with diffuse functions, is left out, and the clouds are taken as rigid and spherical. With $v=0.01852$ nm$^3$, equation (3) gives

$$e\phi_0=-\frac{2\pi e^2}{3v}\,(0.0132+0.0655)\ \text{nm}^2=-12.8\ \text{eV}.$$

By (4), each charge $+e$ changes $\Omega$ by $-12.8\times0.696=-8.91$ Å$^3$. The values in Å$^3$, with vacancies from the 216-site cell and $\phi_0$ from the perfect crystal, are:

| Object | Point ions | Nuclei and electrons |
|---|---:|---:|
| $V_{\rm O}^{2+}$ | 2.48 | −15.34 |
| $V_{\rm Mg}^{2-}$ | 2.48 | 20.31 |
| electron | 5.56 | 14.47 |
| hole | 5.56 | −3.36 |
| $V_{\rm O}^{2+}+2e^-$ | 13.60 | 13.60 |
| $V_{\rm O}^{2+}+V_{\rm Mg}^{2-}$ | 4.97 | 4.97 |
| electron + hole | 11.11 | 11.11 |

Forces from the overlap of neighbouring clouds are taken to be part of the repulsion, so neither the forces between the ions nor the relaxed positions differ between the columns. Even the sign of the oxygen vacancy's volume is set by the reference.

The decimals in the second column serve to show the cancellation; they are not converged properties of MgO. Larger basis sets with diffuse functions give about $0.070$ nm$^2$ for O$^{2-}$, and replacing the six nearest point charges by real Mg$^{2+}$ ions gives about $0.059$ nm$^2$. Each change moves the volume of $V_{\rm O}^{2+}$ by about 1 to 1.5 Å$^3$. The second value depends on how the neighbours are described: with core potentials for the six Mg$^{2+}$ ions it is about $0.055$ nm$^2$, a shift of about 2 Å$^3$. The O$^{2-}$ cloud also swells somewhat with the lattice, which in a basis with diffuse functions raises this volume by 3 to 5 Å$^3$, depending on the basis, against $0.6$ Å$^3$ in def2-TZVP. All of these change only $\phi_0(V)$, so the neutral sets are unaffected.

## Why neutral sets are free of it

For independent defects and carriers the volumes add, and (1) gives

$$\Delta\Omega_{\rm tot}=-\frac1B\frac{d\phi_0}{d\ln V}\sum_kn_kQ_k=0 .$$

The cancellation requires the same function $\phi_0(V)$ for every member. Combining the vacancy from the second column with electrons from the first would give $-15.34+2(5.56)=-4.2$ Å$^3$, which describes nothing.

Physically, a neutral set needs no net charge to be carried in from outside. The work against any uniform potential cancels, including a step made by the surface. Bulk samples must be nearly neutral for another reason: uncompensated charge at fixed density in a sphere of radius $R$ has charge proportional to $R^3$ and Coulomb energy proportional to $(R^3)^2/R=R^5$, which outgrows the volume.

The same set can be placed in one cell. If two electrons are spread over the cations of the 216-site vacancy cell, no background is needed, and the pressure gives $13.54$ Å$^3$, against $13.60$ Å$^3$ for the sum of parts. Letting this cell expand to zero pressure, found by linear extrapolation from the pressures at two volumes with the ions relaxed at each, gives $13.79$ Å$^3$. Nearly all of the extra 2% comes from higher orders in the strain, which (2) omits: a perfect cell under a tension equal to this defect pressure expands by $13.77$ Å$^3$.

A band edge may itself serve as the reference. If the conduction edge is held at zero for every volume, the electron has no volume of its own and the vacancy takes the value $13.60$ Å$^3$, that of $V_{\rm O}^{2+}+2e^-$. If the valence edge is held at zero, the vacancy takes $2.48-2(5.56)=-8.63$ Å$^3$ (from unrounded values). This is the volume change when a vacancy forms and two existing holes are consumed. The two numbers differ by two electron–hole pairs. They belong to different processes, each of which conserves charge. Quoting a charged defect at a fixed Fermi level therefore requires saying from which edge that level is measured as the crystal is strained.

## What neutrality does not cure

A charged defect also interacts with its images and with the background. The leading energy is $-cQ^2/(2\varepsilon L)$, where $L$ is the cell edge, $\varepsilon$ the static dielectric constant and $c$ a positive number. Its contribution to the relaxation volume is

$$-\frac{1}{B}\,\frac{cQ^2}{2\varepsilon L}\left(\frac13+\frac{d\ln\varepsilon}{d\ln V}\right),$$

which falls as $1/L$ and is the same for every reference. With point ions, $\Omega(V_{\rm O}^{2+})$ is $1.39$ Å$^3$ for 64 sites and $2.48$ Å$^3$ for 216. If the $1/L$ term alone is kept, these two values extrapolate to about $4.7$ Å$^3$, and $V_{\rm O}^{2+}+2e^-$ then rises from $13.6$ to about $16$ Å$^3$. Larger cells support this: 512 and 1000 sites give $3.03$ and $3.35$ Å$^3$, which extrapolate to $4.6$ Å$^3$.

The neutral cell with spread electrons has nearly the same size error, because these electrons act much like the uniform background. Its agreement with the sum of parts shows that the volumes add, not that the cell is large enough.

## The model beside a real oxide

The spacing is that of MgO, whose bulk modulus is roughly 160 GPa, so the model is too stiff. If the repulsion range is refitted to give 160 GPa, the carrier volumes rise by a factor of about 1.4, but the vacancy in the 216-site cell stays near $2.3$ Å$^3$, and $V_{\rm O}^{2+}+2e^-$ becomes $18.3$ Å$^3$. The model also has no electronic polarisation. Treating the vacancy as a charge in a cavity of radius $r_0$, with a rough electronic dielectric constant of 3 that is held fixed under strain, gives an energy $-(1-1/3)Q^2/2r_0$ and would lower $\Omega$ by about $2.1$ Å$^3$. This overstates the effect, because the relaxed ions already screen the charge. If the anions are made polarisable by charged shells on springs, with the same electronic dielectric constant, spacing and bulk modulus, $\Omega$ in the 216-site cell falls by only $0.07$ to $0.23$ Å$^3$ for shell charges from $-2.5e$ to $-4e$. The kinetic energy of a band electron, on the scale $\hbar^2(\pi/2r_0)^2/2m=2.1$ eV and proportional to $V^{-2/3}$, would add about $1.0$ Å$^3$ per electron. This is a free-electron estimate; the strain dependence of the real band edges was not calculated. Heating by 1000 K, with a rough linear expansion of $10^{-5}$ per K, increases the spacing by 1%, at which the static energy of the model gives $B=205$ GPa; the vibrations are left out. The figure of $13.6$ Å$^3$ is thus a property of the 216-site model cell, not a prediction for MgO with the electrons in the band.

In an oxide film used as a diffusion barrier, stress changes the energy of forming vacancies. One GPa is $6.24$ eV/nm$^3$. With the volumes from the 216-site cell, a hydrostatic tension of 1 GPa lowers the energy of $V_{\rm O}^{2+}+2e^-$ by $6.24\times0.0136=0.085$ eV through the relaxation volume. The bare vacancy would give a lowering of $0.016$ eV with one reference and a rise of $0.096$ eV with the other, so neither can be used alone. The value of $0.085$ eV belongs to the model cell, with electrons that stay in the band. In MgO they can instead be trapped at the vacancy, and that neutral centre has a relaxation volume of its own, which must be calculated separately. If the film is stressed by 1 GPa only in its plane, two thirds of the hydrostatic effect remains.

A thin film may break the assumption of local neutrality. If the two electrons go into a metal electrode, the $11.1$ Å$^3$ that they contribute here must be replaced by a term from the strain dependence of the electrode's Fermi level, measured from the same zero of potential in the oxide as the vacancy. That quantity belongs to the interface, and a calculation for the bulk oxide cannot supply it.
